\section*{Mean Leakage of a Transistor with a Rough Gate}

\section*{Problem}

A transistor gate has width $W$ (along the gate line) and a length $L(z)$, measured from source to drain, that varies with position $z$ along the width because the patterned line is rough. In the parallel-slice model, a slice of width $dz$ leaks as a straight transistor of the local length would:
\begin{equation}
dI=J(L(z))\,dz,\qquad J(L)=J_0\,e^{-L/\lambda},\qquad \lambda=4\ \text{nm}.
\end{equation}
At each $z$ the length is Gaussian with mean $L_0$ and standard deviation $\sigma=2$ nm. The constants $J_0$ and $\lambda$ are the same in all slices. The reference device is a straight gate of length $L_0$.

\begin{enumerate}
\item[(a)] Show that roughness raises the mean leakage by about 13 percent.
\item[(b)] Which slices carry the leakage, and how much longer must the gate be drawn to cancel the rise?
\item[(c)] The length deviations have covariance $C(t)=\sigma^2e^{-|t|/\xi}$ at separation $t$ and are jointly Gaussian. Find the device-to-device spread of leakage for $W=200$ nm and $\xi=20$ nm.
\item[(d)] Take $L_0=30$ nm and 300 K. Estimate how coupling between slices, a working temperature of 358 K, and source-drain tunnelling each change the answer to (a).
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item[(a)] The mean of a sum is the sum of the means, whether or not the terms are correlated. Then complete a square.
\item[(b)] Read the integrand of (a) as a new probability density.
\item[(c)] The sum of two jointly Gaussian deviations is Gaussian, so the integral of (a) can be used again.
\item[(d)] Ask of each effect whether it changes $\sigma$, changes $\lambda$, or multiplies $J$ by a new function of $L$.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The mean}

Let $x=L-L_0$. Averaging over many devices gives
\begin{equation}
\langle I\rangle=\int_0^W\langle J(L(z))\rangle\,dz
=WJ_0e^{-L_0/\lambda}\,\langle e^{-x/\lambda}\rangle ,
\end{equation}
since the distribution of $x$ is the same at every $z$. The correlation along the gate has dropped out. The prefactor is the leakage of the straight gate, so the ratio sought is
\begin{equation}
M=\langle e^{-x/\lambda}\rangle=\int_{-\infty}^{\infty}\frac{dx}{\sqrt{2\pi}\,\sigma}
\exp\!\left(-\frac{x}{\lambda}-\frac{x^2}{2\sigma^2}\right).
\end{equation}
Expanding $(x+\sigma^2/\lambda)^2=x^2+2x\sigma^2/\lambda+\sigma^4/\lambda^2$ and dividing by $2\sigma^2$ shows that
\begin{equation}
-\frac{x}{\lambda}-\frac{x^2}{2\sigma^2}
=-\frac{(x+\sigma^2/\lambda)^2}{2\sigma^2}+\frac{\sigma^2}{2\lambda^2}.
\label{square}
\end{equation}
The first term on the right is a shifted Gaussian, which integrates to one. Hence
\begin{equation}
M=e^{\sigma^2/(2\lambda^2)}=e^{4/32}=e^{0.125}=1.133,
\label{M}
\end{equation}
a rise of 13.3 percent. It arises because the exponential is convex: a slice shorter than $L_0$ by some amount gains more leakage than a slice longer by the same amount loses.

Expanding the exponential for $\sigma\ll\lambda$ gives $M\simeq1+\sigma^2/(2\lambda^2)$, or 12.5 percent. This leading term needs only the variance. The next term, $-\langle x^3\rangle/(6\lambda^3)$, vanishes for a symmetric distribution, so a symmetric shape without long tails gives nearly the same rise; a strongly skewed one need not. For a uniform distribution of the same variance, on $|x|<\sqrt3\,\sigma$,
\begin{equation}
M_{\rm uni}=\frac{1}{2\sqrt3\,\sigma}\int_{-\sqrt3\sigma}^{\sqrt3\sigma}e^{-x/\lambda}dx
=\frac{\sinh a}{a},\qquad a=\frac{\sqrt3\,\sigma}{\lambda},
\end{equation}
which gives 13.0 percent.

\subsection*{(b) Where the leakage flows}

By (\ref{square}), the share of the mean leakage carried by slices with deviation $x$ is a Gaussian of the same width $\sigma$, centred at $-\sigma^2/\lambda=-1$ nm. The fraction carried by slices shorter than $L_0$ is therefore $\Phi(\sigma/\lambda)=\Phi(0.5)=69$ percent, where $\Phi$ is the normal cumulative distribution. These slices occupy half the width on average. Most of the leakage comes from moderately short slices, not from rare extreme ones. For $L_0=30$ nm, the unphysical tail $L<0$ carries a share of about $6\times10^{-48}$.

Lengthening the whole gate by $\Delta$ multiplies the leakage by $e^{-\Delta/\lambda}$. The rise is cancelled when $Me^{-\Delta/\lambda}=1$, that is,
\begin{equation}
\Delta=\frac{\sigma^2}{2\lambda}=0.5\ \text{nm},
\end{equation}
provided that $\lambda$ and $\sigma$ stay fixed.

\subsection*{(c) The spread between devices}

For two positions a distance $t$ apart, $x+x'$ has variance $2\sigma^2+2C(t)$. The Gaussian average of $e^{-(x+x')/\lambda}$ is the exponential of half this variance over $\lambda^2$, so
\begin{equation}
\frac{\langle e^{-(x+x')/\lambda}\rangle}{M^2}
=\frac{e^{[\sigma^2+C(t)]/\lambda^2}}{e^{\sigma^2/\lambda^2}}=e^{C(t)/\lambda^2}.
\end{equation}
The relative variance is the double integral of this ratio minus one, divided by $W^2$. Pairs of points with separation between $t$ and $t+dt$ fill an area $2(W-t)\,dt$ of the square of side $W$. Therefore
\begin{equation}
\frac{\mathrm{Var}\,I}{\langle I\rangle^2}
=\frac{2}{W}\int_0^W\!\left(1-\frac tW\right)
\left[\exp\!\left(\frac{\sigma^2}{\lambda^2}e^{-t/\xi}\right)-1\right]dt .
\end{equation}
For $W=200$ nm and $\xi=20$ nm the standard deviation is 21.9 percent of the mean, larger than the rise in the mean itself. A single device thus says little about the 13 percent. For $W\gg\xi$ the substitution $t=\xi s$ shows that the spread falls as $\sqrt{\xi/W}$.

A simulation of 40\,000 rough gates, cut into 1 nm slices, gives the same spread and a mean ratio of $1.1353\pm0.0012$, within two standard errors of (\ref{M}). Its median is about 1.11: more than half of the devices lie below the mean. With $\xi$ changed to 5 nm or 100 nm at fixed $W$, the simulated means are $1.1338\pm0.0006$ and $1.1302\pm0.0022$, again consistent with (\ref{M}), while the formula for the spread gives 11.4 and 39.3 percent, which the simulation matches to within about half a point.

\subsection*{(d) What the model leaves out}

Each effect is taken alone, with the other settings fixed.

\paragraph{Coupling between slices.} The potential in one slice feels its neighbours. As a simple model, let each slice respond to $L$ averaged along $z$ with a Gaussian weight of standard deviation $s=5$ nm. The variance of the averaged length involves $C$ at the difference of two independent Gaussian offsets, which has variance $2s^2$:
\begin{align}
\frac{\sigma_s^2}{\sigma^2}
&=2\int_0^\infty\frac{dt}{2s\sqrt\pi}\,e^{-t^2/(4s^2)-t/\xi}\nonumber\\
&=\frac{e^{s^2/\xi^2}}{s\sqrt\pi}\int_0^\infty e^{-(t/2s+s/\xi)^2}dt
=e^{s^2/\xi^2}\,\mathrm{erfc}(s/\xi).
\end{align}
The last step substitutes $v=t/2s+s/\xi$. For $s/\xi=0.25$ the ratio is 0.770, the exponent in (\ref{M}) becomes $0.125\times0.770=0.096$, and the rise drops to 10.1 percent. For $\xi\gg s$ the lost fraction of the variance falls only linearly, as $2s/(\sqrt\pi\,\xi)$: at $\xi=10s$ the rise is still reduced to 11.9 percent, and at $\xi=50s$ it is 13.0 percent.

\paragraph{Temperature.} Below threshold, $J\propto e^{-V_t/(nkT)}$, where $V_t$ is the threshold expressed as an energy and $n$ is the ideality factor. If $V_t$ rises with $L$ at slope $g$ and the prefactor does not depend on $L$, then $\lambda=nkT/g$. With $n=1.4$ and $kT=0.02585$ eV, $\lambda=4$ nm corresponds to $g=0.0090$ eV/nm. At 358 K with $g$ and $n$ unchanged, $\lambda=4\times358/300=4.77$ nm and the rise is 9.2 percent. This is relative to a straight gate at the same temperature. In a device where carriers diffuse from source to drain, the prefactor also varies as $1/L$. At 300 K, with $\lambda$ kept at 4 nm, this extra factor would take the rise in (a) to about 18 percent. If the 4 nm was instead read from the slope of the total leakage at $L_0$, most of the factor is already included and the rise stays below 14 percent.

\paragraph{Tunnelling.} Take a parabolic barrier $V(y)=V_b(1-4y^2/L^2)$ between source and drain, with $V_b=0.4$ eV. Matching its curvature to $\tfrac12m\omega^2$ gives $\omega=\sqrt{8V_b/m}\,/L$. At energy $\varepsilon$ above the top, the transmission of a parabolic barrier is $1/(1+e^{-2\pi\varepsilon/\hbar\omega})$. Classically it is a step, and the thermal current is proportional to $\int_0^\infty e^{-\varepsilon/kT}d\varepsilon=kT$. The ratio of quantum to classical current is therefore
\begin{equation}
Q=\frac1{kT}\int_{-\infty}^{\infty}\frac{e^{-\varepsilon/kT}\,d\varepsilon}{1+e^{-2\pi\varepsilon/\hbar\omega}}
=\frac{u}{\sin u},\qquad u=\frac{\hbar\omega}{2kT}<\pi .
\end{equation}
This uses $\int_{-\infty}^{\infty}e^{-by}/(1+e^{-y})\,dy=\pi/\sin\pi b$ for $0<b<1$, with $y=2\pi\varepsilon/\hbar\omega$ and $b=u/\pi$. The lower limit stands for the foot of the barrier, where the integrand is negligible at $L=30$ nm. For the light silicon mass, $0.19$ electron masses, tunnelling adds 9.5 percent to the straight-gate leakage. A factor common to all slices would cancel from $M$, but $Q$ grows as $L$ shrinks. Averaging $e^{-x/\lambda}Q(L)/Q(L_0)$ numerically, with the same $V_b$ in every slice and the energy integral started at the foot of the barrier, gives a rise of 14.2 percent; the heavy mass, $0.92$, gives 13.5 percent. These figures use the transmission of an unbounded parabola. For the light mass, a parabola cut off sharply at its feet also reflects from the kinks there; solving the wave equation for it gives 9.2 percent for the straight gate and a rise of about 14.5 percent. Barriers with smooth feet and the same curvature at the top stay within 0.1 point of 14.2. Letting $V_b$ in $Q$ grow with $L$ at a slope between $g/n$ and $g$ lowers the rise to about 14.0 to 13.9 percent. Here $\lambda$ describes the classical current alone. A $\lambda$ measured on the total leakage would already contain part of this effect.

\section*{Variation 1: what does ``2 nm'' refer to?}

Suppose that 2 nm is the standard deviation $\sigma_e$ of each edge. With $L=x_R-x_L$ and edge correlation $\rho$,
\begin{equation}
\sigma^2=\sigma_e^2+\sigma_e^2-2\rho\sigma_e^2=2\sigma_e^2(1-\rho).
\end{equation}
For independent edges $\sigma^2=8\ \text{nm}^2$, the exponent doubles to 0.25, and the rise is 28.4 percent. The original problem corresponds to $\sigma_e=1.41$ nm. As $\rho\to1$ the line wanders without changing its length, and the penalty vanishes in this model.

If instead 2 nm is three standard deviations of the length, then $\sigma=2/3$ nm, the exponent is $1/72$, and the rise is 1.4 percent. A roughness figure therefore has to state both the quantity and the multiple of its standard deviation.

\section*{Variation 2: a threshold that rolls off}

The law $e^{-L/\lambda}$ assumes a threshold linear in $L$. Let it instead fall ever faster as the gate shortens, $V_t=V_\infty-De^{-x/\ell}$ with $\ell=10$ nm. Then
\begin{equation}
\ln\frac{J(L)}{J(L_0)}=\frac{D}{nkT}\left(e^{-x/\ell}-1\right).
\end{equation}
Its slope at $x=0$ is $-D/(nkT\ell)$. Requiring this to equal $-1/\lambda$ gives $D/(nkT)=\ell/\lambda=2.5$, or $D=0.090$ eV at 300 K. To second order the logarithm is $-x/\lambda+x^2/(2\lambda\ell)$. Exponentiating adds half the square of the linear term:
\begin{equation}
\frac{J(L)}{J(L_0)}\simeq1-\frac x\lambda+\frac{x^2}{2}\left(\frac1{\lambda^2}+\frac1{\lambda\ell}\right).
\end{equation}
The linear term averages to zero, and the rise is $2\times(0.0625+0.025)=17.5$ percent.

The full average, taken numerically over $10<L<50$ nm, is 22.1 percent. It is larger because $J(L)/J(L_0)$ is a sum of exponentials $e^{-kx/\ell}$ with positive coefficients, so all its even-order terms in $x$ are positive. A finite range is needed: for $x\to-\infty$ the double exponential outgrows any Gaussian. The result does not hinge on the cut at 10 nm. There the logarithm of $J(L)/J(L_0)$ is $2.5(e^2-1)\simeq16$, against a Gaussian exponent of $-50$; at $L=0$ the two are about 48 and $-112$.

\section*{Setting beside real transistors}

The parameters are rough values for a planar silicon n-channel transistor. A $\sigma$ of 2 nm, or 6 nm at three standard deviations, describes a rough line for a 30 nm gate; halving it divides the exponent in (\ref{M}) by four. A $\lambda$ of 4 nm means a threshold slope of 9 meV/nm, which is a strong short-channel effect; at the same $n$ and temperature, a smaller slope means a larger $\lambda$ and a smaller penalty. Once the meaning of the 2 nm figure is settled, the assumption that moves the number most in the cases above is that $\lambda$ does not vary with $L$: the assumed roll-off takes the rise from 13 to 22 percent. Coupling and a higher working temperature lower it to about 10 and 9 percent. These shifts interact and should not simply be added. Boltzmann statistics are safe here: for a barrier 0.4 eV above the source Fermi level, the relative correction is about $-10^{-7}$. Finally, suppose that a fraction $f$ of the straight-gate leakage has a mean that roughness does not change. Current through the gate insulator is an example if it is proportional to gate area, since the mean area is fixed. Then the total becomes $f+(1-f)M$ and the rise shrinks by the factor $1-f$. The 13 percent belongs to the stated model, not to every rough gate.

\section*{Numbers as computed}
\begin{verbatim}
gate-length deviation sigma: 2 nm
leakage decay length: 4 nm
mean gate length: 30 nm
gate width: 200 nm
correlation length: 20 nm
reference temperature: 300 K
thermal energy at reference temperature: 0.02585 eV
exponent sigma^2/(2 decay^2): 0.125
penalty, closed form: 1.13315
penalty, quadrature: 1.13315
rise in mean leakage: 13.31 %
rise, second order: 12.5 %
rise, uniform distribution: 12.98 %
leakage-weighted mean length: 29 nm
equivalent straight-gate length: 29.5 nm
leakage share of slices below mean: 69.15 %
leakage share of negative lengths: 6.1e-48
edge deviation giving sigma, independent edges: 1.414 nm
rise if 2 nm is each edge's deviation: 28.4 %
rise if 2 nm is three sigma: 1.399 %
simulated devices per case: 40000
simulated slice width: 1 nm
simulation, correlation length 5 nm: mean 1.1338 +/- 0.0006, median 1.1268
  device spread/mean: simulated 11.4 %, formula 11.4 %
simulation, correlation length 20 nm: mean 1.1353 +/- 0.0012, median 1.1075
  device spread/mean: simulated 21.9 %, formula 21.9 %
simulation, correlation length 100 nm: mean 1.1302 +/- 0.0022, median 1.0497
  device spread/mean: simulated 39.8 %, formula 39.3 %
slice-coupling length: 5 nm
variance fraction left by coupling: 0.7703
rise with slice coupling: 10.1 %
subthreshold ideality: 1.4
threshold slope: 0.00905 eV/nm
roll-off length: 10 nm
threshold roll-off at mean length: 0.0905 eV
rise with roll-off, second order: 17.5 %
rise with roll-off, full average: 22.1 %
temperature of use: 358 K
decay length at temperature of use: 4.77 nm
rise at temperature of use: 9.17 %
source barrier: 0.4 eV
mass 0.19 electron masses: tunnelling adds 9.48 % to straight-gate leakage
  roughness rise with tunnelling: 14.23 %
mass 0.92 electron masses: tunnelling adds 1.86 % to straight-gate leakage
  roughness rise with tunnelling: 13.50 %
relative degeneracy correction: -9.5e-08
\end{verbatim}
